**Self-consistent diffusion equation and a lattice estimate of the localization exponent**

The program solves $D_0/D=1+(\pi\hbar N)^{-1}\int_{q<c/l}\frac{d^dq}{(2\pi)^d}(\Omega+Dq^2)^{-1}$, where $D$ is the diffusion constant, $D_0$ its Boltzmann value, $N$ the density of states per spin, $l$ the mean free path, $\Omega=-i\omega$ the imaginary frequency and $c$ a cutoff factor. It asserts that the ladder bubble and the crossed-diagram weight, computed from Green functions, have the values used in this equation. In two dimensions it asserts that the solved localization length equals $(l/c)\sqrt{e^{\pi k_Fl}-1}$; for $k_Fl=5$ and $c=1$ this is about $2576\,l$. In three dimensions it asserts a transition at $k_Fl=\sqrt{3c/\pi}$, exponent one for both the localization length and the diffusion constant, and a critical $D\propto\Omega^{1/3}$. A separate calculation on bars of the cubic Anderson lattice, of widths 4 and 8, gives a slope ratio of $1.55\pm0.07$, where exponent one would require 2. The program asserts that the resulting $1/\nu$, with $\nu$ the localization exponent, lies below one by more than two statistical errors. The comparison exponent in the program is an input, not a result, and these small widths do not determine $\nu$ precisely.

## Program and output

```python
# Result under test: the Vollhardt-Woelfle self-consistent diffusion equation
#   D0/D = 1 + 1/(pi hbar N) * Int_{q<c/l} d^dq/(2 pi)^d 1/(Omega + D q^2),
# with Omega = -i*omega > 0 (imaginary frequency), gives
#   d=2: xi = (l/c) sqrt(exp(pi kF l) - 1), about l exp(pi kF l / 2) for c=1
#   d=3: a transition at kF l = sqrt(3 c/pi), localization exponent one.
# N: density of states per spin, l: mean free path, tau: scattering time,
# D0 = vF l/d, xi = sqrt(D/Omega) for Omega -> 0, c: cutoff factor.
# Units inside the program: hbar = m = kF = 1, hence vF = 1 and l = tau = kF l.
# A small Anderson-lattice calculation then tests the exponent independently.
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import k0, j0

pi = np.pi
DENSITY_OF_STATES = {2: 1 / (2 * pi), 3: 1 / (2 * pi**2)}
SHELL_FACTOR = {2: 2 * pi / (2 * pi)**2, 3: 4 * pi / (2 * pi)**3}
nodes, weights = np.polynomial.legendre.leggauss(400)
log_q = 15 * (nodes - 1)          # ln(q/Q) from -30 to 0
log_w = 15 * weights


def return_term(D, Omega, dim, kfl, cutoff=1.0):
    """Momentum integral of the diffusion pole divided by pi*N."""
    q = np.exp(log_q) * cutoff / kfl
    integral = np.sum(log_w * SHELL_FACTOR[dim] * q**dim / (Omega + D * q**2))
    return integral / (pi * DENSITY_OF_STATES[dim])


def solve_diffusion(omega_tau, dim, kfl, cutoff=1.0):
    """Return D/D0 and xi/l = sqrt(D/Omega)/l from the full equation."""
    D0, Omega = kfl / dim, omega_tau / kfl

    def mismatch(log_ratio):
        ratio = np.exp(log_ratio)
        return ratio * (1 + return_term(ratio * D0, Omega, dim, kfl, cutoff)) - 1

    ratio = np.exp(brentq(mismatch, -60, 0.1, xtol=1e-13))
    return ratio, np.sqrt(ratio * D0 / Omega) / kfl


# --- Ladder bubble and crossed-diagram weight from Green functions (tau=v=1)
t = (np.arange(400) + 0.5) * pi / 400 - pi / 2
energy = np.tan(t) / 2
d_energy = (pi / 400) / (2 * np.cos(t)**2)
w_test, q_test = 1e-4, 1e-2
angle = (np.arange(64) + 0.5) * 2 * pi / 64
mu, mu_w = np.polynomial.legendre.leggauss(32)
for dim, cosines, avg in ((2, np.cos(angle), np.full(64, 1 / 64)),
                          (3, mu, mu_w / 2)):
    g_ret = 1 / (w_test - energy[:, None] - q_test * cosines + 0.5j)
    g_adv = 1 / (-energy[:, None] - 0.5j)
    bubble = np.sum(d_energy[:, None] * avg * g_ret * g_adv) / (2 * pi)
    pole = -1j * w_test + q_test**2 / dim
    assert abs((1 - bubble) - pole) < 1e-3 * abs(pole)
gg = 1 / (energy**2 + 0.25)
single, double = np.sum(d_energy * gg), np.sum(d_energy * gg**2)
# ladder amplitude 1/(2 pi N tau^2) times double/single must equal 1/(pi N)
crossed_weight = double / single / (2 * pi)
assert abs(crossed_weight * pi - 1) < 1e-10
print(f"Crossed-diagram weight times pi*N (dimensionless): {crossed_weight*pi:.6f}")

# --- Long-time density profiles: Fourier transforms must be 1/(1+k^2)
for k in (0.5, 1.0, 2.0):
    f2 = quad(lambda r: r * k0(r) * j0(k * r), 0, 50, limit=300)[0]
    f3 = quad(lambda r: np.exp(-r) * np.sin(k * r) / k, 0, 50, limit=300)[0]
    assert abs(f2 - 1 / (1 + k * k)) < 1e-6
    assert abs(f3 - 1 / (1 + k * k)) < 1e-6

# --- Two dimensions
tiny = 1e-22
print(f"Imaginary frequency Omega*tau for static limits: {tiny:.0e}")
print("2D: kF*l, xi/l solved, xi/l closed form, exp(pi kF l/2)")
xi_2d = {}
for kfl in (2.0, 5.0, 10.0):
    ratio, xi = solve_diffusion(tiny, 2, kfl)
    closed = np.sqrt(np.expm1(pi * kfl))
    assert abs(xi / closed - 1) < 1e-5
    xi_2d[kfl] = xi
    print(f"  {kfl:4.1f}  {xi:.5e}  {closed:.5e}  {np.exp(pi*kfl/2):.5e}")
xi_double_cutoff = solve_diffusion(tiny, 2, 5.0, cutoff=2.0)[1]
assert abs(xi_double_cutoff / xi_2d[5.0] - 0.5) < 1e-5
print(f"2D, kF*l=5, cutoff 2/l: xi/l = {xi_double_cutoff:.5e}")
path_nm = 10.0
print(f"2D example mean free path: {path_nm:.1f} nm")
print(f"2D example xi at kF*l=5: {xi_2d[5.0]*path_nm/1000:.3f} micrometre")

# Correction placed in D instead of 1/D: no positive root at low frequency
trial = np.logspace(-26, 0, 400)
direct = [y - 1 + return_term(y * 1.0, tiny / 2, 2, 2.0) for y in trial]
assert min(direct) > 0
print(f"2D, kF*l=2, correction in D: smallest mismatch = {min(direct):.3f}")

# --- Three dimensions
critical = {}
for cutoff in (1.0, 2.0):
    critical[cutoff] = brentq(
        lambda x: return_term(x / 3, 0.0, 3, x, cutoff) - 1, 0.2, 5)
    assert abs(critical[cutoff] - np.sqrt(3 * cutoff / pi)) < 1e-9
    print(f"3D critical kF*l for cutoff {cutoff:.0f}/l: {critical[cutoff]:.5f}")
kc = critical[1.0]

print("3D metal: kF*l, D/D0 solved, D/D0 closed form")
for kfl in (1.1, 2.0, 5.0):
    ratio = solve_diffusion(tiny, 3, kfl)[0]
    closed = 1 - (kc / kfl)**2
    assert abs(ratio - closed) < 1e-8
    print(f"  {kfl:.1f}  {ratio:.5f}  {closed:.5f}")

deltas = np.array([1e-1, 1e-2, 1e-3, 1e-4])
xi_3d = np.array([solve_diffusion(tiny, 3, kc * (1 - x))[1] for x in deltas])
print("3D insulator: delta = 1 - kF*l/critical, xi/l solved, pi/(4 delta)")
for x, xi in zip(deltas, xi_3d):
    print(f"  {x:.0e}  {xi:.5e}  {pi/(4*x):.5e}")
nu_theory = -np.log(xi_3d[3] / xi_3d[2]) / np.log(deltas[3] / deltas[2])
d_near = [solve_diffusion(tiny, 3, kc * (1 + x))[0] for x in deltas[2:]]
s_theory = np.log(d_near[1] / d_near[0]) / np.log(deltas[3] / deltas[2])
assert abs(nu_theory - 1) < 3e-3 and abs(s_theory - 1) < 3e-3
assert abs(xi_3d[3] * 4 * deltas[3] / pi - 1) < 1e-3
print(f"3D localization-length exponent from solutions: {nu_theory:.4f}")
print(f"3D diffusion-constant exponent from solutions: {s_theory:.4f}")

low, high = 1e-12, 1e-9
d_low, d_high = (solve_diffusion(s, 3, kc)[0] for s in (low, high))
critical_formula = (pi / 2)**(2 / 3) * (3 * low)**(1 / 3)
power = np.log(d_high / d_low) / np.log(high / low)
assert abs(d_low / critical_formula - 1) < 1e-3
assert abs(power - 1 / 3) < 1e-3
print(f"3D critical D/D0 at Omega*tau={low:.0e}: solved {d_low:.5e}")
print(f"3D critical D/D0, closed form: {critical_formula:.5e}")
print(f"3D critical frequency power: {power:.4f}")

# --- Cubic Anderson lattice: hopping 1, band centre, box disorder of width W
disorder = np.array([14.0, 19.0])
rng = np.random.default_rng(20)


def decay_rates(width, chains, slices, burn=100):
    """Smallest decay rate per layer of periodic bars, for each W and chain."""
    sites = width**2
    ring = np.roll(np.eye(width), 1, axis=0)
    ring = ring + ring.T
    layer = np.kron(ring, np.eye(width)) + np.kron(np.eye(width), ring)
    green = np.zeros((2, chains, sites, sites))
    vector = np.ones((2, chains, sites, 1)) * rng.normal(size=(1, 1, sites, 1))
    total = np.zeros((2, chains))
    diagonal = np.arange(sites)
    for step in range(slices + burn):
        uniform = rng.random((1, chains, sites)) - 0.5
        matrix = -layer - green
        matrix[..., diagonal, diagonal] -= disorder[:, None, None] * uniform
        green = np.linalg.inv(matrix)
        vector = green @ vector
        norm = np.sqrt(np.sum(vector**2, axis=(2, 3)))
        vector /= norm[..., None, None]
        if step >= burn:
            total -= np.log(norm)
    return total / slices


def log_contrast(rates):
    return np.log(rates[1].mean() / rates[0].mean())


contrast, error, reduced = {}, {}, {}
print(f"Lattice disorder widths W/hopping: {disorder[0]:.0f}, {disorder[1]:.0f}")
for width, chains, slices in ((4, 20, 3000), (8, 10, 1500)):
    rates = decay_rates(width, chains, slices)
    contrast[width] = log_contrast(rates)
    jack = [log_contrast(np.delete(rates, i, axis=1)) for i in range(chains)]
    error[width] = np.sqrt((chains - 1) * np.var(jack))
    reduced[width] = 1 / (rates.mean(axis=1) * width)
    print(f"Width {width}: {chains} bars of {slices} layers")
    print(f"  reduced length: {reduced[width][0]:.3f}, {reduced[width][1]:.3f}")
    print(f"  log contrast: {contrast[width]:.3f} +- {error[width]:.3f}")
# Growth with width on the metallic side, decrease on the insulating side
assert reduced[8][0] > reduced[4][0] and reduced[8][1] < reduced[4][1]
slope_ratio = contrast[8] / contrast[4]
relative = np.hypot(error[8] / contrast[8], error[4] / contrast[4])
inverse_nu = np.log2(slope_ratio)
inverse_error = relative / np.log(2)
assert 1 - inverse_nu > 2 * inverse_error
quoted_nu = 1.57                  # comparison input, not a result of this run
print(f"Lattice slope ratio, width 8 to 4: {slope_ratio:.3f} +- "
      f"{slope_ratio*relative:.3f}")
print(f"Lattice 1/nu estimate: {inverse_nu:.3f} +- {inverse_error:.3f}")
print(f"Lattice nu estimate: {1/inverse_nu:.2f}")
print(f"Quoted large-scale numerical nu (input): {quoted_nu:.2f}")
print(f"Slope ratio expected for quoted nu: {2**(1/quoted_nu):.3f}")
print(f"Slope ratio expected for solved nu: {2**(1/nu_theory):.3f}")
print("all assertions hold")
```

It prints:

```
Crossed-diagram weight times pi*N (dimensionless): 1.000000
Imaginary frequency Omega*tau for static limits: 1e-22
2D: kF*l, xi/l solved, xi/l closed form, exp(pi kF l/2)
   2.0  2.31191e+01  2.31191e+01  2.31407e+01
   5.0  2.57597e+03  2.57597e+03  2.57597e+03
  10.0  6.63562e+06  6.63562e+06  6.63562e+06
2D, kF*l=5, cutoff 2/l: xi/l = 1.28799e+03
2D example mean free path: 10.0 nm
2D example xi at kF*l=5: 25.760 micrometre
2D, kF*l=2, correction in D: smallest mismatch = 7.952
3D critical kF*l for cutoff 1/l: 0.97721
3D critical kF*l for cutoff 2/l: 1.38198
3D metal: kF*l, D/D0 solved, D/D0 closed form
  1.1  0.21080  0.21080
  2.0  0.76127  0.76127
  5.0  0.96180  0.96180
3D insulator: delta = 1 - kF*l/critical, xi/l solved, pi/(4 delta)
  1e-01  7.57669e+00  7.85398e+00
  1e-02  7.82927e+01  7.85398e+01
  1e-03  7.85154e+02  7.85398e+02
  1e-04  7.85374e+03  7.85398e+03
3D localization-length exponent from solutions: 1.0001
3D diffusion-constant exponent from solutions: 0.9994
3D critical D/D0 at Omega*tau=1e-12: solved 1.94879e-04
3D critical D/D0, closed form: 1.94889e-04
3D critical frequency power: 0.3333
Lattice disorder widths W/hopping: 14, 19
Width 4: 20 bars of 3000 layers
  reduced length: 0.785, 0.470
  log contrast: 0.512 +- 0.007
Width 8: 10 bars of 1500 layers
  reduced length: 0.906, 0.409
  log contrast: 0.795 +- 0.032
Lattice slope ratio, width 8 to 4: 1.552 +- 0.065
Lattice 1/nu estimate: 0.634 +- 0.060
Lattice nu estimate: 1.58
Quoted large-scale numerical nu (input): 1.57
Slope ratio expected for quoted nu: 1.555
Slope ratio expected for solved nu: 2.000
all assertions hold
```
